# Local-field error in electronic stopping from a two-by-two dielectric matrix

## Problem

A fast ion of charge $Z$ and speed $v$ loses energy to the electrons of a crystal. Its field at wavevector $\mathbf q$ also produces fields at $\mathbf q+\mathbf G$, where $\mathbf G$ is a reciprocal-lattice vector, because the electron density is not uniform. These are the local fields. Keep one such partner and write the dielectric matrix as

$$
\varepsilon=\begin{pmatrix}a&b\\ c&d\end{pmatrix},
$$

where index 0 denotes $\mathbf q$ and index 1 denotes $\mathbf q+\mathbf G$. The off-diagonal elements are proportional to a dimensionless coupling $g$.

The stopping power needs the head of the inverse, $[\varepsilon^{-1}]_{00}$. A cheaper calculation uses the reciprocal of the head, $1/a$.

1. At what order in $g$ does this replacement change the stopping power, and under what conditions?
2. What are the sign and size of the change for a 400 keV proton in layered hexagonal boron nitride (hBN)?

Hartree atomic units are used in the derivation, eV and nm in the example. The ion is a bare point charge, the electrons respond linearly, and the stopping is averaged over impact parameter. Only wavevectors $q<q_c$ are counted. Throughout, "error" means the value with $1/a$ minus the value with $[\varepsilon^{-1}]_{00}$.

For the example, take a plasma energy $\omega_p=25$ eV, a resonance energy $\Delta=12$ eV, a damping $\gamma=5$ eV, a layer spacing of 0.333 nm and a density modulation $n_G/n_0=0.5$. These are rough values. The layers supply $G=0.9985\ \mathrm{bohr}^{-1}$, and $q_c=G/2$.

## First estimate by scaling

Suppose that $a$ and $d$ are of order one. A disturbance that starts at $\mathbf q$ and returns to $\mathbf q$ through the partner must use the coupling twice, so the head should change by about $g^2$. The long-wavelength stopping has the form

$$
S=\frac{Z^2\omega_p^2}{v^2}\,L,
$$

with a dimensionless stopping number $L$ of order one. The estimate is therefore

$$
|\delta S|\sim \frac{Z^2\omega_p^2}{v^2}\,g^2 .
$$

For the example the prefactor is 27.1 eV/nm. The coupling, derived below, is $g=0.289$, so $|\delta S|\sim27.1\times0.0833\approx2.3$ eV/nm.

The estimate gives no sign. It also has a weak point: most of the energy loss occurs near the plasmon, where $a$ nearly vanishes and is not of order one.

## Exact solution

### From the force to the head of the inverse

Let the ion follow $\mathbf r=\mathbf b+\mathbf vt$. Its bare potential has Fourier components $4\pi Z/q^2$ at frequency $\omega=\mathbf q\cdot\mathbf v$. The total potential is

$$
\phi(\mathbf r,t)=\sum_{\mathbf G'}\int\!\frac{d^3q}{(2\pi)^3}\,\frac{4\pi Z}{q^2}\,
\varepsilon^{-1}_{\mathbf G'0}(\mathbf q,\omega)\,
e^{i(\mathbf q+\mathbf G')\cdot\mathbf r-i\mathbf q\cdot(\mathbf b+\mathbf vt)} .
$$

At the ion, each term keeps a factor $e^{i\mathbf G'\cdot(\mathbf b+\mathbf vt)}$. Averaging over all starting points $\mathbf b$ in a unit cell removes every term except $\mathbf G'=0$. The force along $\mathbf v$ is then

$$
F=-Z\int\!\frac{d^3q}{(2\pi)^3}\,\frac{i\omega}{v}\,\frac{4\pi Z}{q^2}\,[\varepsilon^{-1}]_{00}.
$$

Because the potential is real, $\mathrm{Re}[\varepsilon^{-1}]_{00}$ is even and $\mathrm{Im}[\varepsilon^{-1}]_{00}$ is odd under $(\mathbf q,\omega)\to(-\mathbf q,-\omega)$. The factor $\omega$ is odd, so only the imaginary part survives. With $i\cdot i=-1$ and $S=-F$,

$$
S=\frac{Z^2}{2\pi^2v}\int_{q<q_c}\! d^3q\,\frac{\omega}{q^2}\,\mathrm{Im}\{-[\varepsilon^{-1}]_{00}\}.
$$

Now let the head depend on $\omega$ alone. Write $d^3q=2\pi q^2\,dq\,d\mu$ with $\omega=qv\mu$, so that $d\mu=d\omega/(qv)$. The integrand is even in $\omega$, which gives

$$
S=\frac{2Z^2}{\pi v^2}\int_0^{q_c}\!\frac{dq}{q}\int_0^{qv}\!d\omega\,\omega\,\mathrm{Im}\{-[\varepsilon^{-1}]_{00}\}.
$$

Exchange the order of integration. At fixed $\omega$, $q$ runs from $\omega/v$ to $q_c$, and $\int dq/q=\ln(q_cv/\omega)$. Hence $S=(Z^2\omega_p^2/v^2)L$ with

$$
L=\frac{2}{\pi\omega_p^2}\int_0^W\! d\omega\,\omega\ln\frac W\omega\,\mathrm{Im}\{-[\varepsilon^{-1}]_{00}\},\qquad W=q_cv .
$$

$W$ is the largest energy transfer in the counted region.

### Inverting the matrix

The first column $(x,y)$ of the inverse satisfies $ax+by=1$ and $cx+dy=0$. The second equation gives $y=-cx/d$. Inserting this in the first gives

$$
[\varepsilon^{-1}]_{00}=x=\frac{1}{a-bc/d}=\frac1a\,\frac1{1-s},\qquad s=\frac{bc}{ad}.
$$

For $|s|<1$ the geometric series gives

$$
[\varepsilon^{-1}]_{00}=\frac1a+\frac{bc}{a^2d}+O(g^4).
$$

Since $bc\propto g^2$, there is no first-order term. If, at every frequency in the integral, $a$ and $d$ stay away from zero, then $s$ is uniformly small for small $g$, and the error in $S$ is also second order. Near an undamped plasmon this condition fails, so a definite model is needed.

### The coupling and the model

At high frequency the electrons move as free particles. An electron has charge $-1$, so $\ddot{\mathbf u}=\nabla\phi$ and $\mathbf u=-\nabla\phi/\omega^2$. Continuity gives the change of electron density,

$$
\delta n=-\nabla\cdot(n\mathbf u)=\frac{\nabla\cdot(n\nabla\phi)}{\omega^2}.
$$

A potential component at $\mathbf K'$ thus produces, at $\mathbf K$, $\delta n_{\mathbf K}=-n_{\mathbf K-\mathbf K'}\,\mathbf K\cdot\mathbf K'\,\phi_{\mathbf K'}/\omega^2$. The induced potential is $-4\pi\,\delta n_{\mathbf K}/K^2$. Subtracting it from the total potential gives the external one, so

$$
\varepsilon_{\mathbf K\mathbf K'}=\delta_{\mathbf K\mathbf K'}-\frac{4\pi n_{\mathbf K-\mathbf K'}}{\omega^2}\frac{\mathbf K\cdot\mathbf K'}{K^2}.
$$

Multiplying each element by $K/K'$ makes the matrix symmetric for a real, even density. This is a similarity transformation by a diagonal matrix, and it leaves the head of the inverse unchanged. With $\omega_p^2=4\pi n_0$, the off-diagonal element becomes $-g\omega_p^2/\omega^2$, where

$$
g=\frac{n_G}{n_0}\,\frac{\mathbf q\cdot(\mathbf q+\mathbf G)}{q\,|\mathbf q+\mathbf G|}\;\longrightarrow\;\frac{n_G}{n_0}\cos\theta\qquad(q\ll G),
$$

and $\theta$ is the angle between $\mathbf q$ and $\mathbf G$. In randomly oriented grains $\langle\cos^2\theta\rangle=1/3$. As the error will prove quadratic in $g$, the example uses the constant rms value $g=0.5/\sqrt3=0.289$.

To include binding and damping, replace $-\omega^2$ by $D=\Delta^2-\omega^2-i\gamma\omega$:

$$
a=d=1+\frac{\omega_p^2}{D},\qquad b=c=\frac{g\,\omega_p^2}{D}.
$$

The use of one $D$ for both wavevectors is an assumption of the model.

### Two plasmons instead of one

The eigenvectors are $(1,\pm1)/\sqrt2$, with eigenvalues $a\pm b$. Each has weight $1/2$ in component 0, so

$$
[\varepsilon^{-1}]_{00}=\frac12\sum_\pm\frac{D}{D+\omega_p^2(1\pm g)} .
$$

Without local fields the plasmon lies at $\omega_0^2=\Delta^2+\omega_p^2$. With them there are two, at

$$
\omega_\pm^2=\omega_0^2(1\pm gx),\qquad x=\frac{\omega_p^2}{\omega_0^2}.
$$

In the example $x=0.813$, $\omega_0=27.7$ eV, and for the constant rms $g$ the pair lies at 24.3 and 30.8 eV. In a real set of grains the splitting varies with direction, so these are not predicted peaks of the measured spectrum.

Write $D/(D+A)=1-A/(D+A)$ with $A_\pm=\omega_p^2(1\pm g)$. For $\gamma\to0$ and $\omega>0$,

$$
\mathrm{Im}\frac1{\omega_\pm^2-\omega^2-i\gamma\omega}\to\pi\,\delta(\omega^2-\omega_\pm^2)=\frac{\pi}{2\omega_\pm}\delta(\omega-\omega_\pm).
$$

The loss function is therefore

$$
\mathrm{Im}\{-[\varepsilon^{-1}]_{00}\}=\frac12\sum_\pm A_\pm\frac{\pi}{2\omega_\pm}\,\delta(\omega-\omega_\pm).
$$

Multiplying by $\omega$ and integrating over all positive frequencies gives $\tfrac\pi4(A_++A_-)=\tfrac\pi2\omega_p^2$. The single plasmon of $1/a$ gives the same value. Local fields thus redistribute the loss without changing this sum.

### The error when both plasmons can be excited

Let $W>\omega_+$. Inserting the delta functions in $L$ gives

$$
L_{\rm inv}=\frac12\sum_\pm(1\pm g)\ln\frac W{\omega_\pm},\qquad L_{1/a}=\ln\frac W{\omega_0}.
$$

The weights $\tfrac12(1\pm g)$ add to one, so $\ln W$ cancels in the difference. With $\ln(\omega_\pm/\omega_0)=\tfrac12\ln(1\pm gx)$,

$$
\delta L=L_{1/a}-L_{\rm inv}=\tfrac14\left[(1+g)\ln(1+gx)+(1-g)\ln(1-gx)\right].
$$

Use $\ln(1\pm gx)=\pm gx-\tfrac12g^2x^2\pm\dots$ The terms linear in $g$ cancel between the two plasmons. The products of $\pm g$ with $\pm gx$ add to $2g^2x$, and the quadratic terms add to $-g^2x^2$. Thus

$$
\delta L=\frac{g^2x(2-x)}4+O(g^4).
$$

The sign holds beyond small $g$. The function $f(y)=(1+y)\ln(1+xy)$ has

$$
f''(y)=\frac{x(2-x+xy)}{(1+xy)^2}>0\qquad(0<x<1,\ |y|<1),
$$

so $f(g)+f(-g)>2f(0)=0$. In this undamped model, neglecting local fields overestimates the counted part of the stopping whenever $W>\omega_+$.

In this range the undamped error in $L$ does not depend on $v$, whereas $L$ grows as $\ln v$ at fixed $q_c$. The relative error therefore falls with speed.

### When the error is first order

Put the cutoff at the unsplit plasmon, $W=\omega_0$, with $\gamma\to0$ and $g>0$. Then $L_{1/a}=0$, but the lower of the split plasmons can still be excited:

$$
\delta L=-\frac{1-g}{2}\ln\frac{\omega_0}{\omega_-}=\frac{1-g}{4}\ln(1-gx)\approx-\frac{gx}{4}.
$$

The error is now first order and negative. The second plasmon, which would cancel the linear term, lies beyond reach. In the example this occurs for protons of 104 keV. This energy is fixed by the chosen cutoff $q_c=G/2$ and is not a threshold in the total stopping of hBN. There, with negligible damping, doubling $g$ from 0.01 to 0.02 multiplies the computed error by 1.99.

Damping smooths the threshold. It restores the second-order law when the splitting is small compared with the linewidth, $g\omega_p^2\ll\gamma\omega_0$. With $\gamma=5$ eV, doubling $g$ from 0.005 to 0.01 multiplies the error by 4.00 at the same proton energy.

### Why the expansion works although it fails at the peak

Define $P=D+\omega_p^2=\omega_0^2-\omega^2-i\gamma\omega$. In the model $s=b^2/a^2=g^2\omega_p^4/P^2$. At $\omega=\omega_0$, $P=-i\gamma\omega_0$, and

$$
|s|=\left(\frac{g\omega_p^2}{\gamma\omega_0}\right)^2=1.69 .
$$

The series diverges there. At $\omega_0$ the loss function is 4.51 with $1/a$ and $4.51/(1+1.69)=1.67$ with the inverse, so the replacement is poor at that frequency. The value 1.67 belongs to the constant $g$. The rms average is justified for the quadratic error in the stopping, but not for the loss at this frequency, where averaging the two-wave result over grain directions gives 2.31.

The integral behaves better because the response is analytic in the upper half of the complex frequency plane. The factor $\omega\ln(W/\omega)$ is analytic there too, and real on the interval. The path from 0 to $W$ can therefore be bent into the semicircle $\omega=W\cos\alpha\,e^{i\alpha}$, with $0\le\alpha\le\pi/2$. For $\gamma=0$,

$$
|P|^2-\omega_0^4=W^2\cos^2\!\alpha\,\left[W^2\cos^2\!\alpha-2\omega_0^2\cos2\alpha\right].
$$

Since $\cos2\alpha=2\cos^2\alpha-1$, the bracket is $(W^2-4\omega_0^2)\cos^2\alpha+2\omega_0^2$. It is linear in $\cos^2\alpha$ and non-negative at both ends if $W^2\ge2\omega_0^2$. Damping can only increase $|P|$ on this path: it lowers $\mathrm{Re}[\omega(\omega+i\gamma)]$ and raises $|\omega+i\gamma|$. Hence $|P|\ge\omega_0^2$ and $|s|\le(gx)^2=0.055$ along the whole path. The series converges quickly for the integral.

At 400 keV, $v=4.00$ and $W=54.4$ eV, which satisfies $W^2\ge2\omega_0^2$.

## Comparison of the estimate and the solution

For the damped model at 400 keV, $L_{1/a}=0.6015$ and $L_{\rm inv}=0.5833$. Therefore

$$
\delta S=27.108\times(0.60149-0.58331)\approx0.49\ \text{eV/nm}=9.6\times10^{-4}\ \text{hartree/bohr}.
$$

The stopping is 16.3 eV/nm with $1/a$ and 15.8 eV/nm with the inverse, an error of 3.1 % relative to the latter. The second-order term alone gives 0.487 eV/nm, against 0.493 eV/nm for the full difference. Without damping, the closed form gives 0.55 eV/nm.

The scaling estimate of 2.3 eV/nm has the right power of $g$ but is between four and five times too large. Most of this factor is the coefficient $x(2-x)/4=0.24$, which the estimate set to one. The prediction for the speed dependence also holds: with all other parameters fixed, the relative error is 6.1 % at 200 keV and 1.8 % at 1000 keV. Closer to the threshold the damped model departs from this trend: the relative error is 7.7 % at 160 keV and 6.6 % at 135 keV, and the error changes sign near 120 keV and is about $-1.0$ eV/nm at 104 keV.

For hBN itself these numbers show a scale rather than a prediction. The most costly assumption tested is the single partner. The wave at $\mathbf q-\mathbf G$ couples as strongly at long wavelength, and at weak coupling it doubles the error. With both partners, their coupling to each other for a Gaussian layer profile, and the full dependence of the couplings on $\mathbf q$, the error becomes 1.04 eV/nm for random grains and 1.27 eV/nm for a beam along the layer normal. Adding the waves at $\mathbf q\pm2\mathbf G$ raises these to 1.055 and 1.296 eV/nm, and higher layer waves change nothing at this precision. Two other changes matter less in the two-by-two model: moving a share $1-g^2$ of the partner's diagonal response to a resonance at 18.1 eV, with the rest of the matrix unchanged, gives 0.53 eV/nm (this resonance includes only the recoil energy $G^2/2$; adding the free-electron dispersion $\tfrac35v_F^2G^2$, with $v_F$ the Fermi speed of the valence density, moves it to 32 eV and gives 0.61 eV/nm), and $\Delta=18$ eV for both waves gives 0.45 eV/nm. The density modulation matters more, because the error grows as its square. Superposed valence densities of free atoms give a modulation of about 0.6 instead of 0.5, which raises the two-by-two error to 0.71 eV/nm. Density variations within the layers are left out, and they are not negligible. For the same superposed atoms, the values of $(n_G/n_0)^2$ for wavevectors with a component along the layers and length below $1.7\ \mathrm{bohr}^{-1}$ add to about 0.5, against 0.7 for the two layer waves $\pm\mathbf G$. This sum is not converged: it reaches 0.83 at $2.2\ \mathrm{bohr}^{-1}$ and about 1.0 at $4.5\ \mathrm{bohr}^{-1}$. With these densities, one $D$ for every wave and random grains, keeping all lattice waves up to $1.7\ \mathrm{bohr}^{-1}$ gives an error of 2.4 eV/nm, and up to 2.2 or $2.8\ \mathrm{bohr}^{-1}$ gives 2.8 eV/nm, five to six times the two-by-two value. A single $D$ is a crude assumption for such short waves.

The region $q<q_c$ is also a minor part of the total. A logarithmic estimate for closer collisions with valence electrons, from $q_c$ to $2v$, adds about 75 eV/nm. Relative to the sum of some 91 eV/nm, the two-by-two error is about 0.5 %, the error with both partners in random grains about 1.1 %, and the error with all lattice waves about 3 %, if local fields do not alter the close collisions. Core electrons do not enter the counted region, because $W=54$ eV is below the 1s binding energies, roughly 190 eV in boron and 400 eV in nitrogen. Nonlinear response is governed by $Z/v=0.25$ and $Z\omega_0/v^3=0.016$. These are scales, not computed corrections, and such effects could exceed the local-field error. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
plasma energy wp (input): 25.0 eV
resonance energy delta (input): 12.0 eV
damping gamma (input): 5.0 eV
layer spacing (input): 0.333 nm
density modulation n_G/n_0 (input): 0.50
G: 0.9985 1/bohr;  q_c = G/2: 0.4992 1/bohr
rms coupling g: 0.2887
x = wp^2/w0^2: 0.8127
plasmon w0 without local fields: 27.73 eV
split plasmons: 24.26 and 30.81 eV
f-sum / exact, inverse head: 1.0000000
f-sum / exact, reciprocal head: 1.0000000
speed of 400 keV proton: 4.0014 a.u.
largest transfer q_c v at 400 keV: 54.36 eV
prefactor wp^2/v^2: 27.108 eV/nm
L with inverse head: 0.58331
L with reciprocal head: 0.60149
stopping, inverse head: 15.812 eV/nm
stopping, reciprocal head: 16.305 eV/nm
stopping error: 0.4927 eV/nm = 9.582e-04 hartree/bohr
error from second-order term alone: 0.4872 eV/nm
undamped error, closed form: 0.5517 eV/nm
undamped error, g^2 x(2-x)/4: 0.5449 eV/nm
undamped error in L, closed form: 0.02035; leading: 0.02010
200 keV: S = 14.757 eV/nm, error = 0.8960 eV/nm, 6.07 %
400 keV: S = 15.812 eV/nm, error = 0.4927 eV/nm, 3.12 %
1000 keV: S = 11.024 eV/nm, error = 0.2003 eV/nm, 1.82 %
error ratio on doubling g (0.01 to 0.02), 400 keV: 4.0002
|bc/(ad)| at w0: 1.693
loss at w0, inverse head: 1.674; reciprocal: 4.508
proton energy where q_c v = w0: 104.1 keV
there, undamped, error ratio on doubling g (0.01 to 0.02): 1.993
there, damped, ratio on doubling g (0.005 to 0.01): 3.998
weak-coupling factor from adding -G: 2.001
error with +G and -G, finite q, random grains: 1.0416 eV/nm
same, beam along layer normal: 1.2746 eV/nm
resonance at q+G when stiffer: 18.11 eV
2x2 error with stiffer q+G response: 0.5307 eV/nm
2x2 error with delta = 18 eV: 0.4471 eV/nm
omitted close collisions, q_c to 2v: 75.21 eV/nm
nonlinear scales: Z/v = 0.250, Z w0/v^3 = 0.0159
relativistic scale (v/c)^2: 8.53e-04
```
